# Inverting the Fermi-Dirac Integral: Joyce-Dixon Series and Newton Iteration: a numerical check

```python
"""Inversion of the Fermi-Dirac integral u = F_{1/2}(eta).

Result under test:
    eta = ln u + sum_{m>=1} A_m u^m,   A_m = (1/m) [z^m] (z/f(z))^m,
    f(z) = sum_{k>=1} (-1)^(k+1) z^k / k^(3/2),   z = exp(eta).
Keeping m <= 4 gives the Joyce-Dixon formula. Its error is measured against
Newton inversion. Symbols: u = n/N_c (reduced density), eta = (E_F-E_c)/(k_B T),
F_j = normalized Fermi-Dirac integral, error = approximate eta - true eta.
"""
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

mp.dps = 260          # high-order coefficients suffer strong cancellation
N_COEFF = 120


def reversion_coefficients(count):
    """A_1..A_count; powers of f(z)/z by the recurrence for series powers."""
    g = [mpf((-1) ** k) / mpf(k + 1) ** mpf("1.5") for k in range(count + 1)]
    result = []
    for m in range(1, count + 1):
        p = [mpf(1)]
        for n in range(1, m + 1):
            total = mpf(0)
            for k in range(1, n + 1):
                total += (-m * k - (n - k)) * g[k] * p[n - k]
            p.append(total / n)
        result.append(p[m] / m)
    return result


def fermi_integrals(eta):
    """F_{1/2}, its first and its second derivative (x = t^2, trapezoid)."""
    h = 0.04
    n_points = int(np.sqrt(max(eta, 0.0) + 45.0) / h) + 1
    t = h * np.arange(-n_points, n_points + 1)
    occupation = expit(eta - t * t)
    emptiness = expit(t * t - eta)
    root_pi = np.sqrt(np.pi)
    return (2 * h * np.sum(t * t * occupation) / root_pi,
            h * np.sum(occupation) / root_pi,
            h * np.sum(occupation * emptiness) / root_pi)


def half_integral_definition(eta):
    """F_{1/2} by adaptive quadrature of its definition."""
    middle = max(eta, 0.0) + 1.0

    def integrand(x):
        return np.sqrt(x) * expit(eta - x)

    low = quad(integrand, 0, middle, epsabs=1e-13, epsrel=1e-12, limit=300)[0]
    high = quad(integrand, middle, middle + 50, epsabs=1e-13,
                epsrel=1e-12, limit=300)[0]
    return 2 / np.sqrt(np.pi) * (low + high)


def newton(u, start):
    """All Newton iterates for F_{1/2}(eta) = u."""
    iterates = [start]
    for _ in range(60):
        value, slope, _curvature = fermi_integrals(iterates[-1])
        step = (value - u) / slope
        iterates.append(iterates[-1] - step)
        if abs(step) < 1e-9:
            return iterates
    raise RuntimeError("Newton iteration did not converge")


def eta_true(u):
    return newton(u, np.log(u))[-1]


A_mp = reversion_coefficients(N_COEFF)
A = np.array([float(value) for value in A_mp])


def eta_series(u, order):
    powers = np.arange(1, order + 1)
    return np.log(u) + np.sum(A[:order] * float(u) ** powers)


def eta_sommerfeld(u):
    eta0 = (0.75 * np.sqrt(np.pi) * u) ** (2 / 3)
    return eta0 - np.pi ** 2 / (12 * eta0)


# --- integrals against the definition, and the derivative relation
for eta in (-6.0, -1.0, 0.0, 3.0, 12.0, 30.0):
    reference = half_integral_definition(eta)
    value, slope, curvature = fermi_integrals(eta)
    assert abs(value / reference - 1) < 1e-9
    d = 1e-3
    difference = (half_integral_definition(eta + d)
                  - half_integral_definition(eta - d)) / (2 * d)
    assert abs(slope / difference - 1) < 1e-5
    slope_difference = (fermi_integrals(eta + d)[1]
                        - fermi_integrals(eta - d)[1]) / (2 * d)
    assert abs(curvature / slope_difference - 1) < 1e-5
z_test = np.exp(-1.0)
z_series = sum((-1) ** (k + 1) * z_test ** k / k ** 1.5 for k in range(1, 60))
assert abs(z_series - half_integral_definition(-1.0)) < 1e-10

# --- closed forms of the first four coefficients
a, b = 1 / sp.sqrt(8), 1 / sp.sqrt(27)
c, d5 = sp.Rational(1, 8), 1 / sp.sqrt(125)
closed = [a, 3 * a**2 / 2 - b, c - 4 * a * b + 10 * a**3 / 3,
          -d5 + 5 * a * c + 5 * b**2 / 2 - 15 * a**2 * b + 35 * a**4 / 4]
for m in range(4):
    assert abs(float(sp.N(closed[m], 40)) / A[m] - 1) < 1e-12

# --- insert z(u) = u exp(sum A_m u^m) into f(z): only u may survive
L = 12
exponential = [mpf(1)]
for n in range(1, L):
    exponential.append(sum(k * A_mp[k - 1] * exponential[n - k]
                           for k in range(1, n + 1)) / n)
z_of_u = [mpf(0)] + exponential
power = [mpf(1)] + [mpf(0)] * L
composed = [mpf(0)] * (L + 1)
for k in range(1, L + 1):
    power = [sum(power[i] * z_of_u[n - i] for i in range(n + 1))
             for n in range(L + 1)]
    for n in range(L + 1):
        composed[n] += (-1) ** (k + 1) * power[n] / mpf(k) ** mpf("1.5")
for n in range(L + 1):
    assert abs(composed[n] - (1 if n == 1 else 0)) < mpf(10) ** (-100)

# --- radius of convergence from a conjugate pair of square-root branch points
scaled = [A_mp[m - 1] * mpf(m) ** mpf("1.5") for m in range(1, N_COEFF + 1)]


def pair_determinant(m):
    return abs(scaled[m - 1] ** 2 - scaled[m - 2] * scaled[m])


def radius_estimate(m1, m2):
    ratio = pair_determinant(m1) / pair_determinant(m2)
    return float(ratio ** (mpf(1) / (2 * (m2 - m1))))


radius = radius_estimate(60, 110)
radius_lower_orders = radius_estimate(40, 90)
assert abs(radius / radius_lower_orders - 1) < 0.02
tail_errors = {}
for factor in (0.9, 1.1):
    u = factor * radius
    target = eta_true(u)
    tail_errors[factor] = max(abs(eta_series(u, order) - target)
                              for order in range(N_COEFF - 9, N_COEFF + 1))
assert tail_errors[0.9] < 1e-4
assert tail_errors[1.1] > 1.0

# --- Newton: root, monotone descent, quadratic error constant
for u in (1e-3, 0.3, 2.0, 10.0, 50.0, 200.0):
    path = newton(u, np.log(u))
    assert abs(half_integral_definition(path[-1]) / u - 1) < 1e-9
    assert path[0] < path[-1]
    assert all(later <= earlier + 1e-10
               for earlier, later in zip(path[1:], path[2:]))
root = eta_true(10.0)
offset = 1e-3
value, slope, _ = fermi_integrals(root + offset)
measured_constant = (offset - (value - 10.0) / slope) / offset ** 2
_, slope, curvature = fermi_integrals(root)
predicted_constant = curvature / (2 * slope)
assert abs(measured_constant / predicted_constant - 1) < 0.01

# --- leading error laws at both ends
ratio_small_u = (eta_series(0.5, 4) - eta_true(0.5)) / (-A[4] * 0.5 ** 5)
assert abs(ratio_small_u - 1) < 0.05
eta0_large = (0.75 * np.sqrt(np.pi) * 200.0) ** (2 / 3)
ratio_large_u = ((eta_sommerfeld(200.0) - eta_true(200.0))
                 / (np.pi ** 4 / (80 * eta0_large ** 3)))
assert abs(ratio_large_u - 1) < 0.02

# --- limits of the four-term formula


def four_term_slope(u):
    return 1 / u + A[0] + 2 * A[1] * u + 3 * A[2] * u**2 + 4 * A[3] * u**3


u_turn = brentq(four_term_slope, 20, 40)
true_slope_at_turn = 1 / fermi_integrals(eta_true(u_turn))[1]
assert true_slope_at_turn > 0
assert eta_series(u_turn + 1, 4) < eta_series(u_turn, 4)


def four_term_error(u):
    return abs(eta_series(u, 4) - eta_true(u))


u_cross = brentq(lambda u: four_term_error(u)
                 - abs(eta_sommerfeld(u) - eta_true(u)), 5, 15)
grid = np.arange(0.2, 40.0, 0.2)
grid_errors = np.array([four_term_error(u) for u in grid])
limits = []
for tolerance in (1e-4, 1e-3, 1e-2, 1e-1):
    i = int(np.argmax(grid_errors > tolerance))
    assert i > 0
    limits.append((tolerance, brentq(lambda u: four_term_error(u) - tolerance,
                                     grid[i - 1], grid[i])))

# --- worked example: parabolic model band
mass_ratio, temperature, density_cm3, charge = 0.2, 600.0, 1e20, -2
mass = mass_ratio * const.m_e
kT = const.k * temperature
N_c = 2 * (mass * kT / (2 * np.pi * const.hbar ** 2)) ** 1.5
u_ex = density_cm3 * 1e6 / N_c
path_ex = newton(u_ex, np.log(u_ex))
eta_ex = path_ex[-1]
dos_factor = (2 * mass / const.hbar ** 2) ** 1.5 / (2 * np.pi ** 2)
density_from_dos = quad(
    lambda x: dos_factor * np.sqrt(x * kT) * kT * expit(eta_ex - x),
    0, eta_ex + 45, epsrel=1e-10, limit=300)[0]
assert abs(density_from_dos / (density_cm3 * 1e6) - 1) < 1e-7
kT_eV = kT / const.e

# --- output
print("Coefficients A_m (dimensionless):")
for m in range(1, 7):
    print(f"  A_{m} = {A[m - 1]: .6e}")
print(f"F_1/2(0) = {fermi_integrals(0.0)[0]:.6f}")
print(f"Radius of convergence in u: {radius:.2f}"
      f" (lower orders: {radius_lower_orders:.2f})")
print(f"Worst error, orders 111-120: at 0.9R {tail_errors[0.9]:.1e},"
      f" at 1.1R {tail_errors[1.1]:.1e}")
orders = (0, 1, 2, 3, 4, 8, 16)
u_table = (0.1, 1.0, 3.0, 5.0, 10.0, 15.0, 20.0, 30.0, 50.0)
print("Error in eta by number of terms M (M=0: Boltzmann)")
print("    u      eta " + "".join(f"{'M=' + str(q):>9}" for q in orders))
for u in u_table:
    exact = eta_true(u)
    print(f"{u:5.1f} {exact:8.4f} "
          + "".join(f"{eta_series(u, q) - exact:9.1e}" for q in orders))
print("Sommerfeld error in eta; Newton steps from ln u and from M=4")
for u in u_table:
    steps_log = len(newton(u, np.log(u))) - 1
    steps_jd = len(newton(u, eta_series(u, 4))) - 1
    print(f"{u:5.1f} {eta_sommerfeld(u) - eta_true(u):9.1e}"
          f" {steps_log:3d} {steps_jd:3d}")
for tolerance, u in limits:
    print(f"M=4 error first exceeds {tolerance:.0e} at u = {u:.2f},"
          f" eta = {eta_true(u):.2f}")
print(f"M=4 and Sommerfeld errors equal at u = {u_cross:.2f},"
      f" eta = {eta_true(u_cross):.2f}, size {four_term_error(u_cross):.1e}")
print(f"M=4 slope zero at u = {u_turn:.2f};"
      f" true d eta/du there = {true_slope_at_turn:.4f}")
print(f"Newton error constant at u=10: measured {measured_constant:.5f},"
      f" predicted {predicted_constant:.5f}")
print(f"Error/leading law: M=4, u=0.5: {ratio_small_u:.4f};"
      f" Sommerfeld, u=200: {ratio_large_u:.4f}")
print(f"Example: m*/m_e = {mass_ratio}, T = {temperature:.0f} K,"
      f" n = {density_cm3:.1e} cm^-3, q = {charge}")
print(f"k_B T = {kT_eV:.6f} eV, N_c = {N_c / 1e6:.4e} cm^-3, u = {u_ex:.4f}")
print("Newton iterates of eta: " + " ".join(f"{x:.6f}" for x in path_ex))
print("Method, eta, E_F-E_c (eV), error (meV), defect concentration factor")
for label, estimate in (("Boltzmann", np.log(u_ex)),
                        ("Joyce-Dixon", eta_series(u_ex, 4)),
                        ("Sommerfeld", eta_sommerfeld(u_ex)),
                        ("Newton", eta_ex)):
    deviation = estimate - eta_ex
    print(f"{label:12s} {estimate:8.5f} {estimate * kT_eV:8.5f}"
          f" {1000 * deviation * kT_eV:9.3f} {np.exp(-charge * deviation):.4e}")
print("OK")
```

Printed output:

```
Coefficients A_m (dimensionless):
  A_1 =  3.535534e-01
  A_2 = -4.950090e-03
  A_3 =  1.483858e-04
  A_4 = -4.425630e-06
  A_5 =  1.006362e-07
  A_6 = -4.272405e-10
F_1/2(0) = 0.765147
Radius of convergence in u: 18.57 (lower orders: 18.57)
Worst error, orders 111-120: at 0.9R 5.5e-09, at 1.1R 7.2e+01
Error in eta by number of terms M (M=0: Boltzmann)
    u      eta       M=0      M=1      M=2      M=3      M=4      M=8     M=16
  0.1  -2.2673  -3.5e-02  4.9e-05 -1.5e-07  4.4e-10 -1.0e-12  4.4e-16  4.4e-16
  1.0   0.3487  -3.5e-01  4.8e-03 -1.4e-04  4.3e-06 -1.0e-07  2.9e-13 -1.1e-16
  3.0   2.1184  -1.0e+00  4.1e-02 -3.7e-03  3.3e-04 -2.4e-05  5.6e-09  8.9e-16
  5.0   3.2695  -1.7e+00  1.1e-01 -1.6e-02  2.5e-03 -3.0e-04  5.3e-07  5.5e-12
 10.0   5.4563  -3.2e+00  3.8e-01 -1.1e-01  3.5e-02 -9.0e-03  2.4e-04  6.0e-07
 15.0   7.2378  -4.5e+00  7.7e-01 -3.4e-01  1.6e-01 -6.3e-02  8.3e-03  5.1e-04
 20.0   8.8137  -5.8e+00  1.3e+00 -7.3e-01  4.6e-01 -2.5e-01  1.0e-01  5.8e-02
 30.0  11.6014  -8.2e+00  2.4e+00 -2.0e+00  2.0e+00 -1.6e+00  3.1e+00  4.5e+01
 50.0  16.3582  -1.2e+01  5.2e+00 -7.1e+00  1.1e+01 -1.6e+01  2.3e+02  1.8e+05
Sommerfeld error in eta; Newton steps from ln u and from M=4
  0.1  -6.3e-01   4   1
  1.0   1.8e-01   5   2
  3.0   6.9e-02   5   2
  5.0   3.3e-02   5   3
 10.0   8.8e-03   5   3
 15.0   3.7e-03   6   3
 20.0   2.0e-03   6   4
 30.0   8.2e-04   6   4
 50.0   2.8e-04   6   7
M=4 error first exceeds 1e-04 at u = 4.00, eta = 2.73
M=4 error first exceeds 1e-03 at u = 6.38, eta = 3.94
M=4 error first exceeds 1e-02 at u = 10.22, eta = 5.54
M=4 error first exceeds 1e-01 at u = 16.50, eta = 7.73
M=4 and Sommerfeld errors equal at u = 9.97, eta = 5.45, size 8.9e-03
M=4 slope zero at u = 30.39; true d eta/du there = 0.2599
Newton error constant at u=10: measured 0.04918, predicted 0.04919
Error/leading law: M=4, u=0.5: 0.9976; Sommerfeld, u=200: 1.0045
Example: m*/m_e = 0.2, T = 600 K, n = 1.0e+20 cm^-3, q = -2
k_B T = 0.051704 eV, N_c = 6.3484e+18 cm^-3, u = 15.7521
Newton iterates of eta: 2.756973 9.390608 7.588197 7.485931 7.485571 7.485571 7.485571
Method, eta, E_F-E_c (eV), error (meV), defect concentration factor
Boltzmann     2.75697  0.14255  -244.487 7.8125e-05
Joyce-Dixon   7.40541  0.38289    -4.144 8.5188e-01
Sommerfeld    7.48887  0.38720     0.170 1.0066e+00
Newton        7.48557  0.38703     0.000 1.0000e+00
OK
```
